# Perpendicular polarizability of H2 with s functions and with added p functions: a numerical check

```python
"""Perpendicular polarizability of H2 in atom-centred Gaussian bases.

Result under test: with only s functions on the two nuclei (z axis), the
energy is independent of a field along x, so alpha_xx = 0 exactly.  One p
shell per atom gives, in restricted Hartree-Fock (RHF),
    alpha_xx = 4 mu^2 / D,   D = h_pi - h_sigma + J + 2 K - J0,
sigma = occupied orbital, pi = normalized sum of the two p_x functions,
mu = <sigma|x|pi>, h = one-electron energies, J = (sigma sigma|pi pi),
K = (sigma pi|sigma pi), J0 = (sigma sigma|sigma sigma).
Atomic units; an electron in a field F along x has the extra energy +F x.
Full CI is done by dense algebra in the two-electron product space.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

R = 1.4
S_EXPONENTS = [0.05 * 3**k for k in range(7)]
P_SINGLE = 0.3
P_TRIPLE = [0.1, 0.3, 0.9]
D_SINGLE = 0.3
SHIFT = 0.5
STEP = 0.002
STRONG_FIELD = 0.1
BOHR3_TO_A3 = (physical_constants["Bohr radius"][0] * 1e10)**3


def make_h2(p_exponents=(), d_exponents=(), off_axis=False):
    shells = [[0, [e, 1.0]] for e in S_EXPONENTS]
    shells += [[1, [e, 1.0]] for e in p_exponents]
    shells += [[2, [e, 1.0]] for e in d_exponents]
    atoms = [["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]]
    basis = {"H": shells}
    if off_axis:
        atoms += [["ghost", (sx * SHIFT, 0, sz * R / 2)]
                  for sx in (-1, 1) for sz in (-1, 1)]
        basis["ghost"] = [[0, [P_SINGLE, 1.0]]]
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def two_electron_matrices(mol):
    """Hamiltonian and dipole coordinates x1+x2, z1+z2 (orthonormal basis)."""
    w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    assert w.min() > 1e-8, "basis is nearly linearly dependent"
    t = (u / np.sqrt(w)) @ u.T
    n = len(w)
    one = np.eye(n)
    h = t @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ t
    g = mol.intor("int2e").reshape(n, n, n, n)
    for _ in range(4):
        g = np.tensordot(g, t, axes=(0, 0))
    ham = np.kron(h, one) + np.kron(one, h)
    ham += g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    pos = mol.intor("int1e_r")
    dip = []
    for k in (0, 2):
        m = t @ pos[k] @ t
        dip.append(np.kron(m, one) + np.kron(one, m))
    return ham, dip[0], dip[1]


def ground_state(ham):
    e, v = eigh(ham, subset_by_index=[0, 0])
    return e[0], v[:, 0]


def full_ci_response(ham, dipoles):
    """Ground energy and polarizabilities from the linear-response equation."""
    e0, v0 = ground_state(ham)
    rhs = np.array([d @ v0 for d in dipoles]).T
    rhs = rhs - np.outer(v0, v0 @ rhs)
    shifted = ham - e0 * np.eye(len(v0)) + np.outer(v0, v0)
    sol = np.linalg.solve(shifted, rhs)
    return e0, 2 * np.sum(rhs * sol, axis=0)


def alpha_from_energies(energy):
    """Second derivative by two even differences; the F^4 term is removed."""
    e0 = energy(0.0)
    a1 = 2 * (e0 - energy(STEP)) / STEP**2
    a2 = 2 * (e0 - energy(2 * STEP)) / (2 * STEP)**2
    return (4 * a1 - a2) / 3


# ---- s functions only ----
mol_s = make_h2()
x_max = np.abs(mol_s.intor("int1e_r")[0]).max()
z_max = np.abs(mol_s.intor("int1e_r")[2]).max()
assert x_max < 1e-13 and z_max > 0.1
ham_s, dx_s, dz_s = two_electron_matrices(mol_s)
e_s = ground_state(ham_s)[0]
shift_x = abs(ground_state(ham_s + STRONG_FIELD * dx_s)[0] - e_s)
assert shift_x < 1e-11

# ---- table of full CI results ----
cases = [("7s", (), ()), ("7s1p", (P_SINGLE,), ()),
         ("7s3p", P_TRIPLE, ()), ("7s3p1d", P_TRIPLE, (D_SINGLE,))]
table = {}
for name, p_exp, d_exp in cases:
    ham, dx, dz = two_electron_matrices(make_h2(p_exp, d_exp))
    e0, (axx, azz) = full_ci_response(ham, (dx, dz))
    table[name] = (e0 + 1 / R, axx, azz, (azz + 2 * axx) / 3)
    if name == "7s1p":
        ci_finite = alpha_from_energies(
            lambda f: ground_state(ham + f * dx)[0])
        assert abs(ci_finite - axx) < 1e-4
assert abs(table["7s"][1]) < 1e-11 and table["7s"][2] > 0.1
assert all(table[name][1] > 0.1 for name in ("7s1p", "7s3p", "7s3p1d"))

# ---- conditions: off-axis s functions, and d without p ----
extra = {}
for name, mol in (("off-axis s", make_h2(off_axis=True)),
                  ("7s1d", make_h2((), (D_SINGLE,)))):
    ham, dx, dz = two_electron_matrices(mol)
    extra[name] = full_ci_response(ham, (dx,))[1][0]
    assert extra[name] > 0.01

# ---- s-p dipole integral: closed form against the integral library ----
mol_p = make_h2((P_SINGLE,))
overlap = mol_p.intor("int1e_ovlp")
x_ao = mol_p.intor("int1e_r")[0]
first = mol_p.ao_loc_nr()
s_shells = [i for i in range(mol_p.nbas) if mol_p.bas_angular(i) == 0]
p_shells = [i for i in range(mol_p.nbas) if mol_p.bas_angular(i) == 1]
sample = {}
for i in s_shells:
    for j in p_shells:
        a, b = mol_p.bas_exp(i)[0], mol_p.bas_exp(j)[0]
        dist = 0.0 if mol_p.bas_atom(i) == mol_p.bas_atom(j) else R
        s_ab = ((2 * np.sqrt(a * b) / (a + b))**1.5
                * np.exp(-a * b * dist**2 / (a + b)))
        formula = np.sqrt(b) / (a + b) * s_ab
        assert abs(formula - x_ao[first[i], first[j]]) < 1e-10
        if np.isclose(a, S_EXPONENTS[2]):
            sample[dist] = (s_ab, formula)

# ---- RHF with one p shell: closed form against finite-field energies ----
core = mol_p.intor("int1e_kin") + mol_p.intor("int1e_nuc")
mf0 = scf.RHF(mol_p)
mf0.conv_tol = 1e-12
mf0.conv_tol_grad = 1e-8
mf0.kernel()
assert mf0.converged
dm0 = mf0.make_rdm1()


def rhf_energy(field):
    mf = scf.RHF(mol_p)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.get_hcore = lambda *args: core + field * x_ao
    e = mf.kernel(dm0=dm0)
    assert mf.converged
    return e


sigma = mf0.mo_coeff[:, 0]
pi = np.zeros(len(sigma))
for j in p_shells:
    pi[first[j]] = 1.0
pi /= np.sqrt(pi @ overlap @ pi)
nao = len(sigma)
eri = mol_p.intor("int2e").reshape(nao, nao, nao, nao)


def repulsion(a, b, c, d):
    return np.einsum("pqrs,p,q,r,s->", eri, a, b, c, d, optimize=True)


mu = abs(sigma @ x_ao @ pi)
h_sigma, h_pi = sigma @ core @ sigma, pi @ core @ pi
J0 = repulsion(sigma, sigma, sigma, sigma)
J = repulsion(sigma, sigma, pi, pi)
K = repulsion(sigma, pi, sigma, pi)
D = h_pi - h_sigma + J + 2 * K - J0
alpha_formula = 4 * mu**2 / D
alpha_rhf = alpha_from_energies(rhf_energy)
assert D > 0 and abs(alpha_formula - alpha_rhf) < 1e-4

# ---- output ----
print(f"bond length R = {R} bohr")
print("s exponents =", " ".join(f"{e:.2f}" for e in S_EXPONENTS), "bohr^-2")
print(f"single p exponent = {P_SINGLE} bohr^-2")
print("three p exponents =", *P_TRIPLE, "bohr^-2")
print(f"d exponent = {D_SINGLE} bohr^-2")
print(f"s only: largest |<s|x|s>| = {x_max:.1e} bohr")
print(f"s only: largest |<s|z|s>| = {z_max:.4f} bohr")
print(f"s only: strong perpendicular field = {STRONG_FIELD} a.u.")
print(f"s only: |full CI energy change| in it = {shift_x:.1e} hartree")
print(f"s-p integrals for a = {S_EXPONENTS[2]:.2f}, b = {P_SINGLE} bohr^-2:")
for dist, (s_ab, value) in sorted(sample.items()):
    print(f"  distance {dist:.1f} bohr: S_ab = {s_ab:.5f}, "
          f"<s|x|p_x> = {value:.5f} bohr")
print("RHF, basis 7s1p:")
print(f"  mu = {mu:.5f} bohr")
print(f"  h_sigma = {h_sigma:.5f} hartree")
print(f"  h_pi = {h_pi:.5f} hartree")
print(f"  J0 = {J0:.5f} hartree")
print(f"  J = {J:.5f} hartree")
print(f"  K = {K:.5f} hartree")
print(f"  D = {D:.5f} hartree")
print(f"  alpha_xx = 4 mu^2/D = {alpha_formula:.4f} bohr^3")
print(f"  alpha_xx from finite fields = {alpha_rhf:.4f} bohr^3")
print(f"  field steps = {STEP} and {2 * STEP} a.u.")
print(f"full CI 7s1p, alpha_xx from finite fields = {ci_finite:.4f} bohr^3")
print("full CI: basis, total energy (hartree), alpha_xx, alpha_zz, mean "
      "(bohr^3)")
for name, (e, axx, azz, mean) in table.items():
    print(f"  {name:7s} {e:.5f} {abs(axx):.4f} {azz:.4f} {mean:.4f}")
best = table["7s3p1d"]
print(f"7s3p1d in angstrom^3: alpha_xx = {best[1] * BOHR3_TO_A3:.4f}, "
      f"alpha_zz = {best[2] * BOHR3_TO_A3:.4f}, "
      f"mean = {best[3] * BOHR3_TO_A3:.4f}")
print(f"mean, 7s relative to 7s3p1d = {table['7s'][3] / best[3]:.3f}")
print(f"7s plus s functions (exponent {P_SINGLE} bohr^-2) displaced by "
      f"+-{SHIFT} bohr along x:")
print(f"  full CI alpha_xx = {extra['off-axis s']:.4f} bohr^3")
print(f"7s1d (no p): full CI alpha_xx = {extra['7s1d']:.4f} bohr^3")
print("finished without a failed check")
```

Output:

```
bond length R = 1.4 bohr
s exponents = 0.05 0.15 0.45 1.35 4.05 12.15 36.45 bohr^-2
single p exponent = 0.3 bohr^-2
three p exponents = 0.1 0.3 0.9 bohr^-2
d exponent = 0.3 bohr^-2
s only: largest |<s|x|s>| = 0.0e+00 bohr
s only: largest |<s|z|s>| = 0.7000 bohr
s only: strong perpendicular field = 0.1 a.u.
s only: |full CI energy change| in it = 0.0e+00 hartree
s-p integrals for a = 0.45, b = 0.3 bohr^-2:
  distance 0.0 bohr: S_ab = 0.96985, <s|x|p_x> = 0.70828 bohr
  distance 1.4 bohr: S_ab = 0.68153, <s|x|p_x> = 0.49772 bohr
RHF, basis 7s1p:
  mu = 0.85072 bohr
  h_sigma = -1.24972 hartree
  h_pi = -0.36318 hartree
  J0 = 0.65475 hartree
  J = 0.49996 hartree
  K = 0.07912 hartree
  D = 0.88997 hartree
  alpha_xx = 4 mu^2/D = 3.2528 bohr^3
  alpha_xx from finite fields = 3.2528 bohr^3
  field steps = 0.002 and 0.004 a.u.
full CI 7s1p, alpha_xx from finite fields = 3.2340 bohr^3
full CI: basis, total energy (hartree), alpha_xx, alpha_zz, mean (bohr^3)
  7s      -1.15444 0.0000 6.3488 2.1163
  7s1p    -1.16284 3.2340 6.3891 4.2857
  7s3p    -1.17099 4.5271 6.4495 5.1679
  7s3p1d  -1.17143 4.5940 6.4342 5.2074
7s3p1d in angstrom^3: alpha_xx = 0.6808, alpha_zz = 0.9535, mean = 0.7717
mean, 7s relative to 7s3p1d = 0.406
7s plus s functions (exponent 0.3 bohr^-2) displaced by +-0.5 bohr along x:
  full CI alpha_xx = 3.3042 bohr^3
7s1d (no p): full CI alpha_xx = 0.4794 bohr^3
finished without a failed check
```
